**Least-resistance field drop of a punch-through drift layer**

For mobility proportional to doping to the power $-a$, with $0<a<1$, the program tests that the uniform layer of least resistance at fixed voltage $V$ and fixed critical field $E_c$ drops the fraction $2(1-a)/(3-2a)$ of its peak field. It integrates the field, solves for the thickness $W$ and minimizes the resistance $R$ over the doping $N$; the result is asserted against the formula for six values of $a$. Further assertions cover the design formulas, the gain over a triangular field, the scaling with $V$ and $E_c$, and the cost of other field drops. A finite-difference Poisson solution and a random search over layers, including partly depleted ones, test the worked design. The extension to a critical field varying as $N^b$, and the use of local exponents for a saturating mobility and an avalanche integral, are also asserted. For 1500 V, 2.5 MV/cm and $a=0.1$, the output gives a drop fraction of 0.643, a thickness of 8.84 µm and a resistance of 0.611 mΩ cm². With the avalanche integral the optimal fraction moves to 0.735, while the fixed-field design has 1.8% more resistance than the new optimum. The estimates for temperature, edge termination, substrate and other neglected effects use rough round inputs.

## Program and output

```python
# Result under test: a uniform punch-through drift layer of least
# resistance, at fixed blocking voltage and fixed critical field, has a
# field that drops by the fraction x = 2(1-a)/(3-2a) of its peak.
# a: mobility exponent, mobility ~ doping**(-a), 0 < a < 1
# b: critical-field exponent, field ~ doping**b (b = 0 in the main result)
# doping in cm^-3, thickness W in cm, field in V/cm, resistance in ohm cm2
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
eps_r = 10.0
eps = eps_r * const.epsilon_0 / 100.0      # F/cm
V = 1500.0
E_c = 2.5e6
a = 0.1
N_ref, mu_ref = 1e16, 900.0


def power_mobility(exponent):
    return lambda N: mu_ref * (N / N_ref) ** (-exponent)


def fixed_field(N):
    return E_c


def thickness(N, peak, volts):
    """Thickness and field-drop fraction from the integrated field."""
    depletion = eps * peak / (q * N)

    def excess(u):
        area = quad(lambda z: peak - q * N * z / eps, 0, u * depletion)[0]
        return area - volts

    u = brentq(excess, 0.0, 1.0, xtol=1e-14, rtol=1e-14)
    return u * depletion, u


def triangle_doping(peak_field, volts):
    """Largest doping that holds the voltage: field just reaches zero."""
    def excess(lnN):
        N = np.exp(lnN)
        return eps * peak_field(N) ** 2 / (2 * q * N) - volts
    return np.exp(brentq(excess, np.log(1e13), np.log(1e19)))


def best_layer(mobility, peak_field=fixed_field, volts=V):
    """Numerical minimum of resistance over doping."""
    top = np.log(triangle_doping(peak_field, volts))

    def log_resistance(lnN):
        N = np.exp(lnN)
        W, _ = thickness(N, peak_field(N), volts)
        return np.log(W / (q * mobility(N) * N))

    found = minimize_scalar(log_resistance, bounds=(top - 6, top - 1e-9),
                            method="bounded", options={"xatol": 1e-9})
    N = np.exp(found.x)
    W, x = thickness(N, peak_field(N), volts)
    return N, W, x, np.exp(found.fun)


def fraction(a_, b_=0.0):
    return 2 * (1 - a_ + b_) / (3 - 2 * a_)


# Main result, design formulas and gain over the triangular field
table = []
for s in (0.02, 0.1, 0.25, 0.5, 0.75, 0.9):
    mob = power_mobility(s)
    N, W, x, R = best_layer(mob)
    assert abs(x - fraction(s)) < 1e-4
    W_formula = (3 - 2*s) * V / ((2 - s) * E_c)
    N_formula = (2*(1 - s)*(2 - s) * eps * E_c**2
                 / ((3 - 2*s)**2 * q * V))
    assert abs(W / W_formula - 1) < 1e-4
    assert abs(N / N_formula - 1) < 1e-4
    N1 = triangle_doping(fixed_field, V)
    W1 = eps * E_c / (q * N1)
    gain = R / (W1 / (q * mob(N1) * N1))
    gain_formula = ((3 - 2*s)**(3 - 2*s) / (2**(3 - 2*s)
                    * (2 - s)**(2 - s) * (1 - s)**(1 - s)))
    assert abs(gain / gain_formula - 1) < 1e-7
    table.append((s, x, fraction(s), gain))

# Worked layer from the design formulas
mobility = power_mobility(a)
x_opt = fraction(a)
W_opt = (3 - 2*a) * V / ((2 - a) * E_c)
N_opt = 2*(1 - a)*(2 - a) * eps * E_c**2 / ((3 - 2*a)**2 * q * V)
R_opt = W_opt / (q * mobility(N_opt) * N_opt)
N1 = triangle_doping(fixed_field, V)
W1 = eps * E_c / (q * N1)
R1 = W1 / (q * mobility(N1) * N1)

# Finite-difference Poisson solution of that layer under the full voltage
n = 200
h = W_opt / n
bands = np.ones((3, n - 1))
bands[1] = -2.0
source = np.full(n - 1, -q * N_opt / eps * h**2)
source[-1] -= V
phi = np.concatenate(([0.0], solve_banded((1, 1), bands, source), [V]))
near = (-3*phi[0] + 4*phi[1] - phi[2]) / (2*h)
far = (3*phi[-1] - 4*phi[-2] + phi[-3]) / (2*h)
assert abs(near / E_c - 1) < 1e-7
assert abs((near - far) / near - x_opt) < 1e-7

# Random search over all layers, also partly depleted or below the limit
rng = np.random.default_rng(4)
Ns = N_opt * np.exp(rng.uniform(-1.6, 1.6, 400000))
Ws = W_opt * np.exp(rng.uniform(-1.6, 1.6, 400000))
through = V > q * Ns * Ws**2 / (2 * eps)
peaks = np.where(through, V / Ws + q * Ns * Ws / (2 * eps),
                 np.sqrt(2 * q * Ns * V / eps))
Rs = Ws / (q * mobility(Ns) * Ns)
R_random = Rs[peaks <= E_c].min()
assert R_opt * (1 - 1e-10) <= R_random < 1.02 * R_opt

# Scaling of the least resistance with voltage and critical field
R_2V = best_layer(mobility, volts=2 * V)[3]
R_2E = best_layer(mobility, lambda N: 2 * E_c)[3]
assert abs(R_2V / R_opt / 2 ** (2 - a) - 1) < 1e-7
assert abs(R_2E / R_opt * 2 ** (3 - 2*a) - 1) < 1e-7

# Cost of choosing another field drop
costs = []
for x in (0.4, 0.5, 0.8, 0.9):
    lnN = brentq(lambda t: thickness(np.exp(t), E_c, V)[1] - x,
                 np.log(N1) - 4, np.log(N1) - 1e-9)
    N = np.exp(lnN)
    W, _ = thickness(N, E_c, V)
    cost = W / (q * mobility(N) * N) / R_opt
    formula = ((x_opt / x) ** (1 - a)
               * ((2 - x_opt) / (2 - x)) ** (2 - a))
    assert abs(cost / formula - 1) < 1e-7
    costs.append((x, cost))

# Critical field that depends on doping
for s, b in ((0.1, 0.125), (0.5, 0.3), (0.25, -0.1)):
    x = best_layer(power_mobility(s),
                   lambda N: E_c * (N / N_ref) ** b)[2]
    assert abs(x - fraction(s, b)) < 1e-4


# Saturating mobility law: the local slope takes the place of a
def saturating(N):
    return 1000.0 / (1 + (N / 2e17) ** 0.8)


N_sat, _, x_sat, _ = best_layer(saturating)
d = 1e-4
a_local = -np.log(saturating(N_sat * np.exp(d))
                  / saturating(N_sat * np.exp(-d))) / (2 * d)
assert abs(x_sat - fraction(a_local)) < 1e-4

# Avalanche: breakdown when the integral of A exp(-B/E) reaches one
B = 1.5e7
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2


def path_integral(peak, N, W):
    field = peak - q * N * W * nodes / eps
    return W * np.sum(weights * np.exp(-B / field))


A = 1 / path_integral(E_c, N_opt, W_opt)


def avalanche_width(N):
    full = np.sqrt(2 * eps * V / (q * N))

    def excess(W):
        peak = V / W + q * N * W / (2 * eps)
        return A * path_integral(peak, N, W) - 1
    return brentq(excess, 0.3 * full, full, xtol=1e-16, rtol=1e-13)


def triangle_excess(lnN):
    N = np.exp(lnN)
    full = np.sqrt(2 * eps * V / (q * N))
    return A * path_integral(q * N * full / eps, N, full) - 1


top = brentq(triangle_excess, np.log(N_opt), np.log(2 * N_opt))


def avalanche_log_R(lnN):
    N = np.exp(lnN)
    return np.log(avalanche_width(N) / (q * mobility(N) * N))


found = minimize_scalar(avalanche_log_R,
                        bounds=(np.log(0.5 * N_opt), top - 1e-6),
                        method="bounded", options={"xatol": 1e-9})
N_av = np.exp(found.x)
W_av = avalanche_width(N_av)
E_av = V / W_av + q * N_av * W_av / (2 * eps)
x_av = q * N_av * W_av / (eps * E_av)
R_av = np.exp(found.fun)


def avalanche_peak(N):
    return brentq(lambda E: A * path_integral(E, N, W_av) - 1,
                  0.9 * E_av, 1.1 * E_av, rtol=1e-13)


d = 1e-3
b_av = np.log(avalanche_peak(N_av * np.exp(d))
              / avalanche_peak(N_av * np.exp(-d))) / (2 * d)
assert abs(x_av - fraction(a, b_av)) < 1e-3
assert R_av < R_opt

# Other neglected effects, from rough round inputs
T_hot, T_power = 425.0, 2.4
hot_factor = (T_hot / 300.0) ** T_power
N_c, E_d = 1.7e19, 0.06
kT = const.k * 300.0 / q
free = brentq(lambda m: m * (1 + 2 * m / N_c * np.exp(E_d / kT)) - N_opt,
              0.0, N_opt)
gap, mass = 3.2, 0.3
F = E_c * 100.0                             # V/m
m_t = mass * const.m_e
exponent = 2 * quad(lambda z: np.sqrt(2 * m_t * q * max(gap - F*z, 0.0))
                    / const.hbar, 0, gap / F)[0]
closed = (4 * np.sqrt(2 * m_t) * (q * gap) ** 1.5
          / (3 * const.hbar * q * F))
assert abs(exponent / closed - 1) < 1e-6
V_bi = 3.0
d_bi = np.sqrt(2 * eps * V_bi / (q * N_opt))
assert abs(quad(lambda z: q * N_opt * (d_bi - z) / eps, 0, d_bi)[0]
           - V_bi) < 1e-8
edge = 0.85
edge_factor = best_layer(mobility, volts=V / edge)[3] / R_opt
sub_um, sub_rho = 100.0, 0.02
R_sub = sub_um * 1e-4 * sub_rho
J_on, v_sat = 300.0, 2e7
aniso = 1.2

print("Field-drop fraction: a, numerical, formula, R/R_triangle")
for row in table:
    print("  %.2f  %.5f  %.5f  %.4f" % row)
print("INPUT voltage %.0f V, critical field %.2f MV/cm" % (V, E_c/1e6))
print("INPUT rel. permittivity %.1f, exponent a %.2f" % (eps_r, a))
print("INPUT mobility %.0f cm2/Vs at %.1e cm^-3" % (mu_ref, N_ref))
print("Optimal field-drop fraction %.4f" % x_opt)
print("Optimal thickness %.3f um" % (W_opt * 1e4))
print("Optimal doping %.4e cm^-3" % N_opt)
print("Mobility at that doping %.1f cm2/Vs" % mobility(N_opt))
print("Field at far end, Poisson solver %.4f MV/cm" % (far / 1e6))
print("Least resistance %.4f mohm cm2" % (R_opt * 1e3))
print("Best of random layers / least R %.4f" % (R_random / R_opt))
print("Triangular layer: thickness %.3f um" % (W1 * 1e4))
print("Triangular layer: doping %.4e cm^-3" % N1)
print("Triangular layer: resistance %.4f mohm cm2" % (R1 * 1e3))
print("R factor, voltage doubled %.4f" % (R_2V / R_opt))
print("R factor, critical field doubled %.4f" % (R_2E / R_opt))
for row in costs:
    print("Drop fraction %.1f: R / least R %.4f" % row)
print("Saturating mobility: local a %.4f, fraction %.4f"
      % (a_local, x_sat))
print("AVALANCHE B %.1f MV/cm, fitted A %.3e cm^-1" % (B/1e6, A))
print("Avalanche optimum: fraction %.4f" % x_av)
print("Avalanche optimum: local b %.4f, formula fraction %.4f"
      % (b_av, fraction(a, b_av)))
print("Avalanche optimum: peak field %.4f MV/cm" % (E_av / 1e6))
print("Avalanche optimum: doping %.4e cm^-3" % N_av)
print("Avalanche optimum: thickness %.3f um" % (W_av * 1e4))
print("Avalanche optimum: resistance %.4f mohm cm2" % (R_av * 1e3))
print("Excess R of fixed-field design %.2f %%" % (100*(R_opt/R_av - 1)))
print("Hot: %.0f K, mobility ~ T^-%.1f, R factor %.3f"
      % (T_hot, T_power, hot_factor))
print("Fraction if a falls to zero when hot %.4f" % fraction(0.0))
print("Donor depth %.2f eV, N_c %.1e cm^-3 (300 K)" % (E_d, N_c))
print("Free electrons / donors %.4f" % (free / N_opt))
print("Degeneracy measure n/N_c %.2e" % (free / N_c))
print("Gap %.1f eV, tunnel mass %.1f m_e" % (gap, mass))
print("Band-to-band tunnelling exponent %.1f" % exponent)
print("Mobility anisotropy %.1f: R factor %.3f" % (aniso, 1 / aniso))
print("Edge efficiency %.2f: R factor %.3f" % (edge, edge_factor))
print("Built-in %.1f V: depleted at zero bias %.3f um" % (V_bi, d_bi*1e4))
print("That depletion / thickness %.4f" % (d_bi / W_opt))
print("Substrate %.0f um, %.3f ohm cm: %.3f mohm cm2"
      % (sub_um, sub_rho, R_sub * 1e3))
print("On-state field at %.0f A/cm2: %.1f V/cm"
      % (J_on, J_on * R_opt / W_opt))
print("Saturation field, v_sat %.1e cm/s: %.2e V/cm"
      % (v_sat, v_sat / mobility(N_opt)))
print("every check passed")
```

Output:

```
Field-drop fraction: a, numerical, formula, R/R_triangle
  0.02  0.66216  0.66216  0.8417
  0.10  0.64286  0.64286  0.8331
  0.25  0.60000  0.60000  0.8141
  0.50  0.50000  0.50000  0.7698
  0.75  0.33333  0.33333  0.6950
  0.90  0.16667  0.16667  0.6141
INPUT voltage 1500 V, critical field 2.50 MV/cm
INPUT rel. permittivity 10.0, exponent a 0.10
INPUT mobility 900 cm2/Vs at 1.0e+16 cm^-3
Optimal field-drop fraction 0.6429
Optimal thickness 8.842 um
Optimal doping 1.0045e+16 cm^-3
Mobility at that doping 899.6 cm2/Vs
Field at far end, Poisson solver 0.8929 MV/cm
Least resistance 0.6107 mohm cm2
Best of random layers / least R 1.0012
Triangular layer: thickness 12.000 um
Triangular layer: doping 1.1513e+16 cm^-3
Triangular layer: resistance 0.7331 mohm cm2
R factor, voltage doubled 3.7321
R factor, critical field doubled 0.1436
Drop fraction 0.4: R / least R 1.1210
Drop fraction 0.5: R / least R 1.0367
Drop fraction 0.8: R / least R 1.0377
Drop fraction 0.9: R / least R 1.1011
Saturating mobility: local a 0.0673, fraction 0.6510
AVALANCHE B 15.0 MV/cm, fitted A 2.284e+06 cm^-1
Avalanche optimum: fraction 0.7354
Avalanche optimum: local b 0.1295, formula fraction 0.7354
Avalanche optimum: peak field 2.5279 MV/cm
Avalanche optimum: doping 1.0947e+16 cm^-3
Avalanche optimum: thickness 9.384 um
Avalanche optimum: resistance 0.5999 mohm cm2
Excess R of fixed-field design 1.81 %
Hot: 425 K, mobility ~ T^-2.4, R factor 2.307
Fraction if a falls to zero when hot 0.6667
Donor depth 0.06 eV, N_c 1.7e+19 cm^-3 (300 K)
Free electrons / donors 0.9882
Degeneracy measure n/N_c 5.84e-04
Gap 3.2 eV, tunnel mass 0.3 m_e
Band-to-band tunnelling exponent 85.7
Mobility anisotropy 1.2: R factor 0.833
Edge efficiency 0.85: R factor 1.362
Built-in 3.0 V: depleted at zero bias 0.575 um
That depletion / thickness 0.0650
Substrate 100 um, 0.020 ohm cm: 0.200 mohm cm2
On-state field at 300 A/cm2: 207.2 V/cm
Saturation field, v_sat 2.0e+07 cm/s: 2.22e+04 V/cm
every check passed
```
